**Edge log-slope for an incoherent circular pupil**

The program tests the result d ln I/dx = 32NA/(3πλ) at the half-intensity point of an isolated edge, where I is intensity relative to the clear field, x is image-plane distance, NA is numerical aperture and λ is wavelength. It asserts that the transfer function agrees with the overlap of pupil chords, and that the edge image and its log-slope agree with integration of the Airy pattern over half-planes. A sum over source points tests the incoherent limit, the edge intensity of 1/3 at σ = 1, and the edge slope at σ = 1 and 8; σ is the source radius divided by the pupil radius. Defocus and resist blur are each computed by two routes, and the vector calculation is tested for transverse unit fields and its small-aperture limit.

For λ = 365 nm and NA = 0.50, the output gives an incoherent log-slope of 4.65 µm⁻¹. At σ = 0.6 the log-slope at half intensity is 6.50 µm⁻¹, about 40% higher, and that point lies 80 nm inside the bright side. The separately computed defocus, blur, vector and flare effects lower the incoherent value by about 2% to 8% at the chosen settings.

## Verification by program

```python
# Result under test: an isolated edge imaged incoherently by an ideal circular
# pupil has d(ln I)/dx = 32 NA/(3 pi wavelength) where I is half the clear field.
# NA: image-side numerical aperture; sigma: source radius / pupil radius.
# Reduced lengths are x*NA/wavelength; reduced frequencies are f*wavelength/NA.
# H: incoherent transfer function; LSF: line-spread function; PSF: point image.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0, j1, sici

PI = np.pi


def gauss(lower, upper, count):
    node, weight = np.polynomial.legendre.leggauss(count)
    half = (upper - lower) / 2
    return lower + half * (node + 1), half * weight


def panels(edges, count=16):
    node, weight = np.polynomial.legendre.leggauss(count)
    half = np.diff(edges)[:, None] / 2
    points = edges[:-1, None] + half * (node + 1)
    return points.ravel(), (half * weight).ravel()


def transfer(s):
    return 2 / PI * (np.arccos(s) - s * np.sqrt(1 - s * s))


def edge_image(x):
    f, weight = gauss(0, 2, 200)
    return 0.5 + np.sum(weight * transfer(f / 2)
                        * np.sin(2 * PI * f * x) / (PI * f))


def psf(r):
    return (j1(2 * PI * r) / r)**2 / PI


# Transfer function from the actual overlap of pupil chords
for s in (0.1, 0.35, 0.7, 0.95):
    top = np.sqrt(1 - s * s)
    overlap = quad(lambda y: 2 * np.sqrt(1 - y * y) - 2 * s, -top, top)[0]
    assert abs(overlap / PI - transfer(s)) < 1e-8
transfer_area = quad(transfer, 0, 1)[0]
assert abs(transfer_area - 4 / (3 * PI)) < 1e-8


# Edge image from the Airy pattern integrated over both half-planes
def half_plane_images(x):
    edges = np.concatenate(([0], np.geomspace(x / 4, 0.1, 12),
                            np.linspace(0.1, 100, 1000)[1:]))
    v, weight = panels(edges)
    density = psf(np.hypot(x, v)) * v * weight
    angle = 2 * np.arctan(v / x)
    r, wr = gauss(0, x, 40)
    core = np.sum(wr * 2 * PI * r * psf(r))
    radius = 2 * PI * np.hypot(x, 100)
    tail = (j0(radius)**2 + j1(radius)**2) / 2
    dark = np.sum(density * angle) + tail
    bright = core + np.sum(density * (2 * PI - angle)) + tail
    return dark, bright


for x in (0.1, 0.3):
    dark, bright = half_plane_images(x)
    assert abs(dark + bright - 1) < 1e-6
    assert abs(bright - edge_image(x)) < 1e-5
    assert abs(dark - edge_image(-x)) < 1e-5
step = 0.002
dark, bright = half_plane_images(step)
real_space_log_slope = np.log(bright / dark) / (2 * step)
reduced_log_slope = 32 / (3 * PI)
assert abs(real_space_log_slope / reduced_log_slope - 1) < 2e-4


# Partially coherent edge: sum coherent images over a circular source
def source_sum(x, sigma):
    limit = min(1.0, sigma)
    angle, wa = gauss(0, PI / 2, 60)
    u, wu = gauss(0, 1, 80)
    total = 0.0
    for theta, weight in zip(angle, wa):
        y = limit * np.sin(theta)
        w = np.sqrt(1 - y * y)
        length = np.sqrt(sigma**2 - y * y)
        top = min(w, length)
        regions = [(w - top + top * u**3, top, 0.5)]
        if length > w:
            regions.append((-(length - w) * u**3, length - w, 0.0))
        row = 0.0
        for b, span, direct in regions:
            a = 2 * w - b
            sin_a, cos_a = sici(2 * PI * a * abs(x))
            sin_b, cos_b = sici(2 * PI * np.abs(b) * abs(x))
            odd = np.sign(x) * (sin_a + np.sign(b) * sin_b)
            intensity = ((direct + odd / (2 * PI))**2
                         + ((cos_b - cos_a) / (2 * PI))**2)
            row += np.sum(wu * 3 * span * u**2 * intensity)
        total += weight * limit * np.cos(theta) * row
    return 4 * total / (PI * limit**2)


def source_slope(x, sigma):
    h = 0.0005
    return (source_sum(x + h, sigma) - source_sum(x - h, sigma)) / (2 * h)


def half_point(sigma):
    x = brentq(lambda z: source_sum(z if z else 1e-9, sigma) - 0.5,
               -0.05, 0.4)
    return x, source_slope(x, sigma) / 0.5


for sigma in (1.0, 8.0):
    assert abs(source_slope(0, sigma) / (16 / (3 * PI)) - 1) < 2e-4
assert abs(source_sum(1e-9, 1.0) - 1 / 3) < 1e-4
assert abs(source_sum(1e-9, 200.0) - 0.5) < 1e-3
assert abs(half_point(200.0)[1] / reduced_log_slope - 1) < 5e-3


# LSF at the edge from chord amplitudes, for scalar or vector pupil fields
def chord_slope(field):
    theta, wt = gauss(-PI / 2, PI / 2, 80)
    t, wx = gauss(-1, 1, 80)
    q = np.sin(theta)[:, None]
    w = np.cos(theta)[:, None]
    p = w * t
    dy = wt * np.cos(theta)
    top = bottom = 0.0
    for component in field(p, q + 0 * p):
        top += np.sum(dy * np.abs(np.sum(component * w * wx, axis=1))**2)
        bottom += np.sum(dy * np.sum(np.abs(component)**2 * w * wx, axis=1))
    return top / bottom


assert abs(chord_slope(lambda p, q: [np.ones_like(p)])
           - 16 / (3 * PI)) < 1e-8

# Rough i-line exposure settings
wavelength = 365.0       # nm
aperture = 0.50
reduction = 4.0
defocus = 500.0          # nm
blur = 30.0              # nm rms
flare = 0.02             # fraction of clear-field intensity
scale = aperture / wavelength
log_slope = reduced_log_slope * scale * 1000


def focus_phase(rho2):
    return 2 * PI * defocus / wavelength * (np.sqrt(1 - aperture**2 * rho2) - 1)


defocus_slope = chord_slope(lambda p, q: [np.exp(1j * focus_phase(p*p + q*q))])
rho, wr = gauss(0, 1, 120)
y, wy = panels(np.linspace(0, 20, 201), 10)
pupil = 2 * PI * wr * rho * np.exp(1j * focus_phase(rho**2))
amplitude = j0(2 * PI * y[:, None] * rho) @ pupil
defocus_direct = 2 * np.sum(wy * np.abs(amplitude)**2) / PI
assert abs(defocus_slope / defocus_direct - 1) < 5e-4

# Resist blur: frequency filter against real-space averaging of the LSF
blur_reduced = blur * scale
f, wf = gauss(0, 2, 200)
blur_slope = 2 * np.sum(wf * transfer(f / 2)
                        * np.exp(-2 * (PI * blur_reduced * f)**2))
node, weight = np.polynomial.hermite.hermgauss(16)
y, wy = panels(np.linspace(0, 100, 1001), 12)
lines = [2 * np.sum(wy * psf(np.hypot(np.sqrt(2) * blur_reduced * z, y)))
         for z in node]
blur_direct = np.dot(weight, lines) / np.sqrt(PI)
assert abs(blur_slope / blur_direct - 1) < 2e-4


# Unpolarized vector field with aplanatic amplitude on the image side
def vector_field(na):
    def field(p, q):
        a, b = na * p, na * q
        c = np.sqrt(1 - a * a - b * b)
        first = [1 - a*a / (1 + c), -a*b / (1 + c), -a]
        second = [-a*b / (1 + c), 1 - b*b / (1 + c), -b]
        for pol in (first, second):
            assert np.allclose(a*pol[0] + b*pol[1] + c*pol[2], 0)
            assert np.allclose(sum(v * v for v in pol), 1)
        return [v / np.sqrt(c) for v in first + second]
    return field


assert abs(chord_slope(vector_field(0.01)) / (16 / (3 * PI)) - 1) < 1e-3
vector_slope = chord_slope(vector_field(aperture))

h = 1e-4
flared = [(1 - flare) * edge_image(z) + flare for z in (-h, h)]
flare_log_slope = np.log(flared[1] / flared[0]) / (2 * h)
shift = brentq(lambda z: 1.01 * edge_image(z) - 0.5, -0.05, 0)
estimate = -0.01 / reduced_log_slope
assert abs(shift / estimate - 1) < 0.02

print(f"Wavelength: {wavelength:.0f} nm")
print(f"Numerical aperture: {aperture:.2f} (dimensionless)")
print(f"Incoherent cutoff: {2 * scale * 1000:.4f} cycles/um")
print(f"Integral of H over s from 0 to 1: {transfer_area:.6f} (dimensionless)")
print(f"Reduced edge slope: {4 * transfer_area:.6f} (dimensionless)")
print(f"Reduced log-slope, formula: {reduced_log_slope:.6f} (dimensionless)")
print(f"Reduced log-slope, Airy image: {real_space_log_slope:.6f} (dimensionless)")
print(f"Edge intensity slope: {log_slope / 2:.4f} 1/um")
print(f"Edge log-slope: {log_slope:.4f} 1/um")
for position in (-200, -100, 0, 100, 200):
    value = edge_image(position * scale)
    print(f"Intensity at x = {position} nm: {value:.4f} (clear field = 1)")
print(f"Edge shift for 1% more dose, image: {shift / scale:.3f} nm")
print(f"Edge shift for 1% more dose, log-slope: {estimate / scale:.3f} nm")
print(f"Reduction ratio: {reduction:.0f} (dimensionless)")
for sigma in (0.6, 1.0, reduction / aperture):
    x, value = half_point(sigma)
    print(f"sigma = {sigma:.1f}: intensity at geometric edge "
          f"{source_sum(1e-9, sigma):.4f} (clear field = 1)")
    print(f"sigma = {sigma:.1f}: half-intensity position {x / scale:.2f} nm")
    print(f"sigma = {sigma:.1f}: log-slope there {value * scale * 1000:.3f} 1/um")
    print(f"sigma = {sigma:.1f}: change from incoherent result "
          f"{100 * (value / reduced_log_slope - 1):.2f} %")
print(f"Defocus: {defocus:.0f} nm")
print(f"Resist blur: {blur:.0f} nm rms")
print(f"Uniform flare: {100 * flare:.0f} % of clear field")
effects = [("Defocus", 2 * defocus_slope), ("Resist blur", 2 * blur_slope),
           ("Vector imaging in air", 2 * vector_slope),
           ("Flare at geometric edge", flare_log_slope)]
for name, value in effects:
    print(f"{name}: log-slope {value * scale * 1000:.3f} 1/um")
    print(f"{name}: change {100 * (value / reduced_log_slope - 1):.2f} %")
print("success")
```

Output:

```
Wavelength: 365 nm
Numerical aperture: 0.50 (dimensionless)
Incoherent cutoff: 2.7397 cycles/um
Integral of H over s from 0 to 1: 0.424413 (dimensionless)
Reduced edge slope: 1.697653 (dimensionless)
Reduced log-slope, formula: 3.395305 (dimensionless)
Reduced log-slope, Airy image: 3.395307 (dimensionless)
Edge intensity slope: 2.3256 1/um
Edge log-slope: 4.6511 1/um
Intensity at x = -200 nm: 0.1356 (clear field = 1)
Intensity at x = -100 nm: 0.2820 (clear field = 1)
Intensity at x = 0 nm: 0.5000 (clear field = 1)
Intensity at x = 100 nm: 0.7180 (clear field = 1)
Intensity at x = 200 nm: 0.8644 (clear field = 1)
Edge shift for 1% more dose, image: -2.129 nm
Edge shift for 1% more dose, log-slope: -2.150 nm
Reduction ratio: 4 (dimensionless)
sigma = 0.6: intensity at geometric edge 0.2612 (clear field = 1)
sigma = 0.6: half-intensity position 79.78 nm
sigma = 0.6: log-slope there 6.501 1/um
sigma = 0.6: change from incoherent result 39.77 %
sigma = 1.0: intensity at geometric edge 0.3333 (clear field = 1)
sigma = 1.0: half-intensity position 68.29 nm
sigma = 1.0: log-slope there 4.949 1/um
sigma = 1.0: change from incoherent result 6.40 %
sigma = 8.0: intensity at geometric edge 0.4892 (clear field = 1)
sigma = 8.0: half-intensity position 4.64 nm
sigma = 8.0: log-slope there 4.653 1/um
sigma = 8.0: change from incoherent result 0.04 %
Defocus: 500 nm
Resist blur: 30 nm rms
Uniform flare: 2 % of clear field
Defocus: log-slope 4.291 1/um
Defocus: change -7.75 %
Resist blur: log-slope 4.570 1/um
Resist blur: change -1.74 %
Vector imaging in air: log-slope 4.466 1/um
Vector imaging in air: change -3.99 %
Flare at geometric edge: log-slope 4.469 1/um
Flare at geometric edge: change -3.92 %
success
```
